# Debugging a numerical check: The Bernoulli function of device simulation at one and at zero

```python
"""
Result under test: B(x) = x/(exp(x)-1) has B(1) = 1/(e-1) = 0.582 and the
limit 1 at x = 0.  Use: the electron current density between two mesh nodes is
    J = (q D / h) * (B(u) n1 - B(-u) n0),   u = (psi1 - psi0) / V_T,
q elementary charge, D = mobility * V_T diffusivity, h node spacing,
n0, n1 free-electron densities, psi potential, V_T = k T / q thermal voltage.
The position axis points from node 0 to node 1.
"""
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

mp.mp.dps = 50
EPS = np.finfo(float).eps


def bernoulli(x):
    """Bernoulli function with the limit value inserted at zero."""
    return 1.0 if x == 0 else x / math.expm1(x)


def precise_bernoulli(x):
    """50-digit value for nonzero x."""
    x = mp.mpf(x)
    return x / (mp.exp(x) - 1)


def marched_flux(potential, n_start, n_end, cells=2000):
    """Constant flux f of dn/ds - n dpsi/ds = f on 0 < s < 1.

    psi is in units of V_T.  The end density is linear in f, so two
    marches (f = 0 and f = 1) fix the f that meets n_end.
    """
    steps = np.diff(potential(np.linspace(0.0, 1.0, cells + 1)))
    ends = []
    for flux in (0.0, 1.0):
        n = n_start
        for g in steps:
            n = (n * (1 + g / 2) + flux / cells) / (1 - g / 2)
        ends.append(n)
    return (n_end - ends[0]) / (ends[1] - ends[0])


# ---- value at one --------------------------------------------------------
b_one = bernoulli(1.0)
integral_one = quad(math.exp, 0, 1)[0]
assert abs(b_one - 1 / integral_one) < 1e-12
partial_e = sum(1 / math.factorial(k) for k in range(7))
remainder_bound = 1 / (6 * math.factorial(6))
lower = 1 / (partial_e + remainder_bound - 1)
upper = 1 / (partial_e - 1)
assert lower < b_one < upper
assert round(lower, 3) == round(upper, 3) == round(b_one, 3) == 0.582
print(f"sum of 1/k! to k=6: {partial_e:.6f}")
print(f"bound on remainder: {remainder_bound:.6f}")
print(f"bracket for B(1): {lower:.6f} to {upper:.6f}")
print(f"e - 1 = {math.e - 1:.6f}")
print(f"B(1) = {b_one:.6f}, rounded {b_one:.3f}")
print(f"B(-1) = {bernoulli(-1.0):.6f}")

# ---- limit at zero -------------------------------------------------------
x = sp.symbols("x", real=True)
expression = x / (sp.exp(x) - 1)
for side in ("+", "-"):
    assert sp.limit(expression, x, 0, dir=side) == bernoulli(0.0)
series = sp.series(expression, x, 0, 6).removeO()
claimed = 1 - x / 2 + x**2 / 12 - x**4 / 720
assert sp.expand(series - claimed) == 0
for value in (0.1, -0.1, 0.01, -0.01, 0.001, -0.001):
    b = precise_bernoulli(value)
    bound = mp.exp(-mp.mpf(value))
    assert min(1, bound) < b < max(1, bound)
    mean_exp = quad(lambda t: math.exp(value * t), 0, 1)[0]
    assert abs(float(b) - 1 / mean_exp) < 1e-12
    print(f"x = {value:+.3f}: B = {float(b):.8f}, "
          f"1-x/2 = {1 - value / 2:.8f}")
print(f"B(0) by limit = {float(sp.limit(expression, x, 0)):.3f}")

# ---- rounding in double precision ---------------------------------------
for value in (1e-4, 1e-8, 1e-12):
    exact = precise_bernoulli(value)
    plain = value / (math.exp(value) - 1)
    plain_error = float(abs(plain / exact - 1))
    safe_error = float(abs(bernoulli(value) / exact - 1))
    assert plain_error < 2 * EPS / value
    assert safe_error < 4 * EPS
    print(f"x = {value:.0e}: plain B = {plain:.10f}, "
          f"rel. error {plain_error:.1e}")
assert plain_error > 1e-5
tiny = 1e-17
assert math.exp(tiny) - 1 == 0.0
assert abs(bernoulli(tiny) - 1) < 2 * EPS
print(f"machine epsilon = {EPS:.2e}")
print(f"x = {tiny:.0e}: plain denominator = {math.exp(tiny) - 1:.1f}, "
      f"safe B = {bernoulli(tiny):.6f}")

# ---- flux against the marched differential equation ---------------------
for u in (1.0, 0.0, -3.0, 2.5):
    unit_flux = marched_flux(lambda s: u * s, 0.0, 1.0)
    assert abs(unit_flux - bernoulli(u)) < 1e-5
    general = marched_flux(lambda s: u * s, 2.0, 1.0)
    formula = bernoulli(u) - 2 * bernoulli(-u)
    assert abs(general - formula) < 1e-5
    assert abs(bernoulli(-u) - bernoulli(u) - u) < 1e-12
    if u in (0.0, 1.0):
        print(f"marched flux, n0=0, n1=1, u={u:.0f}: {unit_flux:.6f}")

# ---- worked example: rough amorphous-oxide transistor channel -----------
q, k_b = const.e, const.k
temperature = 300.0          # K
mobility = 10.0              # cm2/Vs
spacing_nm = 10.0
spacing = spacing_nm * 1e-7  # cm
n0, n1 = 2e16, 1e16          # cm^-3
v_t = k_b * temperature / q  # V
drop = v_t                   # V, chosen so that u = 1


def current(step, temp, mob):
    """Current density in A/cm2 for a potential step in V."""
    thermal = k_b * temp / q
    u = step / thermal
    return (q * mob * thermal / spacing
            * (bernoulli(u) * n1 - bernoulli(-u) * n0))


j_step = current(drop, temperature, mobility)
j_zero = current(0.0, temperature, mobility)
prefactor = q * mobility * v_t / spacing
marched = prefactor * marched_flux(lambda s: s, n0, n1)
assert abs(marched / j_step - 1) < 1e-5
field = drop / spacing       # V/cm
print(f"T = {temperature:.0f} K, mobility = {mobility:.0f} cm2/Vs, "
      f"h = {spacing_nm:.0f} nm")
print(f"n0 = {n0:.1e} cm^-3, n1 = {n1:.1e} cm^-3")
print(f"thermal voltage = potential step = {v_t * 1e3:.3f} mV")
print(f"D = {mobility * v_t:.4f} cm2/s")
print(f"q D / h = {prefactor:.4e} A cm")
print(f"B(1) n1 = {b_one * n1:.4e} cm^-3")
print(f"B(-1) n0 = {bernoulli(-1.0) * n0:.4e} cm^-3")
print(f"J at u=1: {j_step:.1f} A/cm2")
print(f"J at u=0: {j_zero:.1f} A/cm2")

# ---- size of neglected effects (rough typical parameters) ---------------
mass_ratio = 0.34
mass = mass_ratio * const.m_e
dos = 2 * (2 * math.pi * mass * k_b * temperature / const.h**2)**1.5 * 1e-6
tail_density, tail_slope = 1e20, 0.013   # cm^-3 eV^-1, eV


def trapped_ratio(n):
    """Tail-trapped over free density; depth is measured below the band."""
    fermi_depth = v_t * math.log(dos / n)

    def occupied(depth):
        return (tail_density * math.exp(-depth / tail_slope)
                / (1 + math.exp((fermi_depth - depth) / v_t)))
    return quad(occupied, 0, 0.5, points=[0.05, fermi_depth])[0] / n


ratio0, ratio1 = trapped_ratio(n0), trapped_ratio(n1)
print(f"effective mass = {mass_ratio:.2f} m_e, band density = {dos:.2e} cm^-3")
print(f"tail: {tail_density:.0e} cm^-3 eV^-1, slope {tail_slope * 1e3:.0f} meV")
print(f"trapped/free at node 0: {ratio0:.3f}, node 1: {ratio1:.3f}")
free0, free1 = [brentq(lambda n: n * (1 + trapped_ratio(n)) - total,
                       total / 10, total) for total in (n0, n1)]
j_total = prefactor * (b_one * free1 - bernoulli(-1.0) * free0)
print(f"J if densities are totals: {j_total:.1f} A/cm2 "
      f"({100 * (j_total / j_step - 1):+.1f} %)")

permittivity = 10.0
charge = n0 * (1 + ratio0)
bend = q * charge * spacing**2 / (permittivity * const.epsilon_0 * 1e-2 * v_t)


def bent_potential(s):
    return s - bend * s * (1 - s) / 2


straight = quad(lambda s: math.exp(-s), 0, 1)[0]
curved = quad(lambda s: math.exp(-bent_potential(s)), 0, 1)[0]
bent_march = prefactor * marched_flux(bent_potential, n0, n1)
assert abs(bent_march / (j_step * straight / curved) - 1) < 1e-5
print(f"relative permittivity = {permittivity:.0f}, "
      f"mid-interval sag = {bend / 8 * v_t * 1e3:.2f} mV")
print(f"J change by potential bending: {100 * (bent_march / j_step - 1):+.2f} %")


def fermi_density(eta):
    return 4 / math.sqrt(math.pi) * quad(
        lambda t: t * t / (1 + math.exp(t * t - eta)), 0, 7)[0]


def fermi_slope(eta):
    return 4 / math.sqrt(math.pi) * quad(
        lambda t: t * t / (4 * math.cosh((t * t - eta) / 2)**2), 0, 7)[0]


eta0 = brentq(lambda eta: fermi_density(eta) - n0 / dos, -12, 2)
enhancement = fermi_density(eta0) / fermi_slope(eta0)
print(f"degeneracy raises D/mobility by {100 * (enhancement - 1):.2f} %")

hot, activation = 350.0, 0.030   # K, eV
j_hot = current(drop, hot, mobility)
gain = math.exp(activation * q / k_b * (1 / temperature - 1 / hot))
u_hot = drop / (k_b * hot / q)
print(f"at {hot:.0f} K, same step: u = {u_hot:.4f}, B(u) = {bernoulli(u_hot):.4f}")
print(f"J at {hot:.0f} K, constant mobility: {j_hot:.1f} A/cm2 "
      f"({100 * (j_hot / j_step - 1):+.1f} %)")
print(f"J with {activation * 1e3:.0f} meV activated mobility: "
      f"{j_hot * gain:.1f} A/cm2 ({100 * (j_hot * gain / j_step - 1):+.1f} %)")

thermal_speed = math.sqrt(3 * k_b * temperature / mass) * 100
breakdown = 3.0                  # MV/cm
print(f"drift speed = {mobility * field:.2e} cm/s, "
      f"thermal speed = {thermal_speed:.2e} cm/s")
print(f"field = {field * 1e-6:.4f} MV/cm, rough breakdown {breakdown:.0f} MV/cm")
print("finished without a failed check")
```

Output of this version:

```
sum of 1/k! to k=6: 2.718056
bound on remainder: 0.000231
bracket for B(1): 0.581975 to 0.582053
e - 1 = 1.718282
B(1) = 0.581977, rounded 0.582
B(-1) = 1.581977
Traceback (most recent call last):
  File "check.py", line 69, in <module>
    assert sp.limit(expression, x, 0, dir=side) == bernoulli(0.0)
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The physics is right; the fault was in how the limit test compared its two sides. The symbolic limit is the exact integer 1, while the function returns the floating-point number 1.0, and the symbolic library can treat these two types as unequal even when their values agree. The limit is now converted to a floating-point number before the comparison, which still demands exact equality. No tested quantity, tolerance or case has changed.

Repair:

```diff
@@ -67,5 +67,6 @@
 expression = x / (sp.exp(x) - 1)
 for side in ("+", "-"):
-    assert sp.limit(expression, x, 0, dir=side) == bernoulli(0.0)
+    # Convert first: symbolic integers and floats may compare as unequal.
+    assert float(sp.limit(expression, x, 0, dir=side)) == bernoulli(0.0)
 series = sp.series(expression, x, 0, 6).removeO()
 claimed = 1 - x / 2 + x**2 / 12 - x**4 / 720
```

The run ends like this:

```
sum of 1/k! to k=6: 2.718056
bound on remainder: 0.000231
bracket for B(1): 0.581975 to 0.582053
e - 1 = 1.718282
B(1) = 0.581977, rounded 0.582
B(-1) = 1.581977
x = +0.100: B = 0.95083319, 1-x/2 = 0.95000000
x = -0.100: B = 1.05083319, 1-x/2 = 1.05000000
x = +0.010: B = 0.99500833, 1-x/2 = 0.99500000
x = -0.010: B = 1.00500833, 1-x/2 = 1.00500000
x = +0.001: B = 0.99950008, 1-x/2 = 0.99950000
x = -0.001: B = 1.00050008, 1-x/2 = 1.00050000
B(0) by limit = 1.000
x = 1e-04: plain B = 0.9999500008, rel. error 4.3e-13
x = 1e-08: plain B = 1.0000000061, rel. error 1.1e-08
x = 1e-12: plain B = 0.9999111073, rel. error 8.9e-05
machine epsilon = 2.22e-16
x = 1e-17: plain denominator = 0.0, safe B = 1.000000
marched flux, n0=0, n1=1, u=1: 0.581977
marched flux, n0=0, n1=1, u=0: 1.000000
Traceback (most recent call last):
  File "check.py", line 136, in <module>
    assert abs(marched / j_step - 1) < 1e-5
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The physics is right; the fault was lost digits in the marching routine. It found the response to a unit flux by subtracting two end densities near 10¹⁶ that should differ by about one, which is less than the spacing of floating-point numbers of that size. The response is now marched separately from zero density, which is allowed because the equation is linear, so that subtraction no longer occurs. No tested quantity, tolerance or case has changed.

The change:

```diff
@@ -33,15 +33,15 @@
     """Constant flux f of dn/ds - n dpsi/ds = f on 0 < s < 1.
 
-    psi is in units of V_T.  The end density is linear in f, so two
-    marches (f = 0 and f = 1) fix the f that meets n_end.
+    psi is in units of V_T.  By linearity the end density is the march
+    from n_start without flux plus f times the march from zero density
+    with unit flux.  Separate marches avoid subtracting large densities.
     """
     steps = np.diff(potential(np.linspace(0.0, 1.0, cells + 1)))
     ends = []
-    for flux in (0.0, 1.0):
-        n = n_start
+    for n, flux in ((n_start, 0.0), (0.0, 1.0)):
         for g in steps:
             n = (n * (1 + g / 2) + flux / cells) / (1 - g / 2)
         ends.append(n)
-    return (n_end - ends[0]) / (ends[1] - ends[0])
+    return (n_end - ends[0]) / ends[1]
 
 
```

After the repair:

```
sum of 1/k! to k=6: 2.718056
bound on remainder: 0.000231
bracket for B(1): 0.581975 to 0.582053
e - 1 = 1.718282
B(1) = 0.581977, rounded 0.582
B(-1) = 1.581977
x = +0.100: B = 0.95083319, 1-x/2 = 0.95000000
x = -0.100: B = 1.05083319, 1-x/2 = 1.05000000
x = +0.010: B = 0.99500833, 1-x/2 = 0.99500000
x = -0.010: B = 1.00500833, 1-x/2 = 1.00500000
x = +0.001: B = 0.99950008, 1-x/2 = 0.99950000
x = -0.001: B = 1.00050008, 1-x/2 = 1.00050000
B(0) by limit = 1.000
x = 1e-04: plain B = 0.9999500008, rel. error 4.3e-13
x = 1e-08: plain B = 1.0000000061, rel. error 1.1e-08
x = 1e-12: plain B = 0.9999111073, rel. error 8.9e-05
machine epsilon = 2.22e-16
x = 1e-17: plain denominator = 0.0, safe B = 1.000000
marched flux, n0=0, n1=1, u=1: 0.581977
marched flux, n0=0, n1=1, u=0: 1.000000
T = 300 K, mobility = 10 cm2/Vs, h = 10 nm
n0 = 2.0e+16 cm^-3, n1 = 1.0e+16 cm^-3
thermal voltage = potential step = 25.852 mV
D = 0.2585 cm2/s
q D / h = 4.1419e-14 A cm
B(1) n1 = 5.8198e+15 cm^-3
B(-1) n0 = 3.1640e+16 cm^-3
J at u=1: -1069.4 A/cm2
J at u=0: -414.2 A/cm2
effective mass = 0.34 m_e, band density = 4.97e+18 cm^-3
tail: 1e+20 cm^-3 eV^-1, slope 13 meV
trapped/free at node 0: 0.514, node 1: 0.519
J if densities are totals: -705.3 A/cm2 (-34.1 %)
relative permittivity = 10, mid-interval sag = 0.68 mV
J change by potential bending: -1.73 %
degeneracy raises D/mobility by 0.14 %
at 350 K, same step: u = 0.8571, B(u) = 0.6319
J at 350 K, constant mobility: -1133.7 A/cm2 (+6.0 %)
J with 30 meV activated mobility: -1338.2 A/cm2 (+25.1 %)
drift speed = 2.59e+05 cm/s, thermal speed = 2.00e+07 cm/s
field = 0.0259 MV/cm, rough breakdown 3 MV/cm
finished without a failed check
```
